# Kawasaki Exchange Monte Carlo for a B2 Alloy, Validated by Enumeration

Consider a B2 alloy with $N$ sites, $N_A$ atoms of kind A and the rest of kind B. Choose one nearest-neighbour bond uniformly from the list of all bonds, and exchange its two atoms with probability

$$a=\min\left(1,e^{-\Delta E/kT}\right),\qquad \Delta E=4J\,(m_B-1-m_A). \tag{1}$$

Here $m_A$ and $m_B$ count the A neighbours of the A atom and of the B atom before the exchange, and $J$ is the ordering coupling defined below. If the atoms are alike, nothing changes. Every attempt counts as one step, whether or not the arrangement changes. The long-run averages of this chain are the canonical averages at fixed composition.

In a cell of 24 sites the canonical averages can also be summed over all arrangements. At 800 K, with $J=10$ meV and equal composition, enumeration gives an energy of $-16.90$ meV/atom and a mean squared order parameter of 0.392. The simulation gives $-16.92\pm0.13$ meV/atom and $0.393\pm0.003$.

## Four sites by hand

Put sites 1, 2, 3, 4 on a ring. Sites 1 and 3 form sublattice α, and sites 2 and 4 form sublattice β, so each of the four bonds joins α to β. Place two A atoms and two B atoms. Let a like bond cost $+J$ and an unlike bond $-J$, with $J>0$.

There are $\binom42=6$ arrangements:

- Two are ordered, with A on 1 and 3 or on 2 and 4. All four bonds are unlike, so $E=-4J$.
- Four are disordered, with the A atoms adjacent. One bond is AA, one is BB and two are AB, so $E=0$.

Define $\eta=2(n_\alpha-n_\beta)/N$, where $n_\alpha$ and $n_\beta$ are the numbers of A atoms on the sublattices. The ordered arrangements have $\eta=\pm1$ and the disordered ones $\eta=0$. With $x=e^{-4J/kT}$, the weights relative to an ordered arrangement are 1 and $x$, and

$$\langle\eta^2\rangle=\frac{2}{2+4x}=\frac1{1+2x},\qquad \langle E\rangle=\frac{2(-4J)}{2+4x}=-\frac{4J}{1+2x}.$$

Now follow the chain. From an ordered arrangement each of the four bonds leads to a different disordered one, at cost $4J$. Each transition has probability $x/4$, and the chain stays put with probability $1-x$. From a disordered arrangement two bonds are like and do nothing. The other two lead to the two ordered arrangements, each with probability $1/4$.

If $p_o$ and $p_d$ are the stationary probabilities of one ordered and one disordered arrangement, equal flow both ways requires

$$p_o\,\frac{x}{4}=p_d\,\frac14\quad\Longrightarrow\quad p_d=x\,p_o .$$

These are the canonical weights. Two small changes to the bookkeeping destroy the result.

**Choosing among unlike bonds only.** An ordered arrangement has four such bonds and a disordered one has two. The balance becomes $p_o x/4=p_d/2$, so $p_d=xp_o/2$ and $\langle\eta^2\rangle=2/(2+2x)=1/(1+x)$.

**Counting accepted exchanges only.** Every accepted exchange takes an ordered arrangement to a disordered one, or the reverse. The record alternates, and gives $\langle\eta^2\rangle=1/2$ at every temperature.

For $x=1/4$ the correct value is $2/3$, while the two faulty procedures give $4/5$ and $1/2$. Like pairs and rejections are part of the time that the chain spends in an arrangement.

## Energy of the B2 cell

B2 consists of two interpenetrating simple cubic sublattices. Each site has eight nearest neighbours, all on the other sublattice, so there are $8N/2=4N$ bonds. Let the pair energies be $V_{AA}$, $V_{BB}$ and $V_{AB}$, and set $\sigma=+1$ on A and $-1$ on B. Any symmetric pair energy of two such variables has the form

$$V(\sigma,\sigma')=V_0+h(\sigma+\sigma')+J\sigma\sigma'.$$

The three cases are $V_{AA}=V_0+2h+J$, $V_{BB}=V_0-2h+J$ and $V_{AB}=V_0-J$. Adding the first two and subtracting twice the third cancels $V_0$ and $h$:

$$J=\frac{V_{AA}+V_{BB}-2V_{AB}}4 .$$

Summed over bonds, the $V_0$ term is $4NV_0$. The $h$ term is $8h\sum_i\sigma_i$, because each site belongs to eight bonds. Both are constant at fixed composition and are dropped, which leaves $E=J\sum\sigma\sigma'$. Positive $J$ favours unlike neighbours.

Let $N_{AA}$, $N_{BB}$ and $N_{AB}$ be the numbers of bonds of each kind. The A atoms have $8N_A$ bond ends. An AA bond uses two of them and an AB bond one, so

$$8N_A=2N_{AA}+N_{AB},\qquad N_{AA}+N_{BB}+N_{AB}=4N .$$

Like bonds contribute $+1$ and unlike bonds $-1$ to the sum. Therefore

$$\frac EJ=N_{AA}+N_{BB}-N_{AB}=4N-2N_{AB}=4N-16N_A+4N_{AA}. \tag{2}$$

At fixed composition the energy changes only through the number of AA bonds, at $4J$ for each.

The exchange cost follows by counting. Before the exchange the A atom takes part in $m_A$ AA bonds. Afterwards it occupies the old B site, which had $m_B$ A neighbours. One of these was the moving atom itself, so $m_B-1$ remain. Hence $\Delta N_{AA}=m_B-1-m_A$, and (2) gives (1). In perfect order $m_A=0$ and $m_B=8$, so the first exchange costs $28J$. On the ring the same count gives $4J(2-1-0)=4J$, as found by hand.

The count assumes that a pair of sites shares at most one bond. This holds in the $2\times2\times3$ cell used below. A $2\times2\times2$ cell also meets the condition, but there every α site neighbours every β site. Then $N_{AA}=n_\alpha n_\beta$, and the energy is a function of $\eta$ alone. The longer cell gives a more demanding validation, though still a limited one. Its sites form six layers of four along the long axis, alternately α and β, and each site neighbours all eight sites of the two adjacent layers. The energy therefore depends only on the six numbers of A atoms in the layers.

## Why the chain samples the canonical law

Let $\pi(s)\propto e^{-E(s)/kT}$ over arrangements $s$ of fixed composition. If one exchange connects $s$ and $s'$, the same bond is proposed in both directions with probability $1/(4N)$. The flow from $s$ to $s'$ is

$$\pi(s)P(s\to s')=\frac{\pi(s)}{4N}\min\left(1,\frac{\pi(s')}{\pi(s)}\right)=\frac{\min[\pi(s),\pi(s')]}{4N}.$$

The right side is symmetric in $s$ and $s'$, so the reverse flow is equal. This is detailed balance. Summing over $s$ gives $\sum_s\pi(s)P(s\to s')=\pi(s')$, so $\pi$ is stationary.

Every arrangement can be reached. To exchange the atoms on two distant sites, take a path of bonds between them. Carry the first atom along the path to its end, which shifts each atom it passes back by one site. Then carry the atom that was at the end, now one site before it, back to the start. The atoms in between return to their places. Two arrangements of equal composition differ on as many sites with a surplus A as with a surplus B, so such exchanges turn one into the other. Steps that exchange like atoms can be skipped; the others have nonzero probability at $T>0$.

No second stationary law exists. Suppose $p$ is stationary and let $r(s)=p(s)/\pi(s)$. Stationarity and detailed balance give

$$r(s)=\sum_{s'}\frac{p(s')P(s'\to s)}{\pi(s)}=\sum_{s'}P(s\to s')\,r(s').$$

Thus $r(s)$ is an average of $r$ over the possible next arrangements. Where $r$ is largest, all next arrangements must share that value, and by reachability $r$ is constant. Normalization makes $p=\pi$.

Time averages follow because successive returns to one chosen arrangement divide the run into independent cycles with the same statistics. The fractions of time spent in each arrangement therefore settle to fixed values. These form a stationary law, which must be $\pi$.

If bonds are drawn from the unlike ones only, the proposal probability is $1/N_{AB}(s)$, which varies with $s$. The law $p(s)\propto N_{AB}(s)\pi(s)$ then satisfies detailed balance, because the factor $N_{AB}(s)$ cancels the proposal probability. The chain overweights arrangements with many unlike bonds. The choice can be repaired with the acceptance

$$\min\left(1,\frac{N_{AB}(s)}{N_{AB}(s')}e^{-\Delta E/kT}\right),$$

for which the flow is proportional to $\min[\pi(s)/N_{AB}(s),\,\pi(s')/N_{AB}(s')]$, again symmetric.

Apart from the repaired acceptance, which was not run, the stationary laws and the reachability were tested on the complete set of transitions for five A atoms in the 24-site cell at 800 K, which has 42,504 arrangements. All of them form one connected set. The largest net flow into or out of an arrangement, relative to the largest outflow, is $1.5\times10^{-16}$ for the uniform rule. With the canonical law and the unlike-only rule it is 0.081, so that law is not stationary.

## The algorithm

1. Build the neighbour lists and the list of $4N$ bonds. Place $N_A$ atoms, and compute $N_{AA}$, $n_\alpha-n_\beta$ and the number of A neighbours of each site.
2. Draw a bond uniformly. If its atoms are alike, go to step 5.
3. Compute $q=m_B-1-m_A$. Accept if $q\le0$; otherwise accept with probability $e^{-4Jq/kT}$. Only seven such factors are needed, for $q=1,\dots,7$.
4. On acceptance, exchange the atoms. Lower the A-neighbour count by one at the eight neighbours of the old A site, and raise it by one at the eight neighbours of the new one. Add $q$ to $N_{AA}$. Change $n_\alpha-n_\beta$ by $-2$ if the A atom left α, and by $+2$ if it left β.
5. Count the attempt. After every $N$ attempts, which make one sweep, record $N_{AA}$ and $(n_\alpha-n_\beta)^2$.

Discard an initial stretch, then average. Composition is conserved because atoms are exchanged and never replaced.

## The exact reference

The 24-site cell has 12 sites on each sublattice, hence $2^{12}=4096$ occupation patterns per sublattice. Pair each α pattern holding $n_\alpha$ A atoms with every β pattern holding $N_A-n_\alpha$. If $u_i$ and $v_j$ are the occupations, 1 for A and 0 for B, and $K_{ij}=1$ for neighbours, then $N_{AA}=\sum_{ij}u_iK_{ij}v_j$. Arrangements with equal $N_{AA}$ and $n_\alpha-n_\beta$ share one table entry with multiplicity $g$. For an observable $O$ that depends on these two numbers,

$$\langle O\rangle=\frac{\sum g\,O\,e^{-E/kT}}{\sum g\,e^{-E/kT}} .$$

At equal composition the multiplicities add up to $\binom{24}{12}=2{,}704{,}156$. Two arrangements are perfectly ordered. By (2) their energy is $J(96-192)/24=-4J$ per atom.

The order parameter is squared for a reason. Shifting the crystal by half a cube diagonal interchanges α and β. The energy is unchanged and $\eta$ becomes $-\eta$, so $\langle\eta\rangle=0$ at every temperature in a finite cell. The square does not depend on which sublattice the A atoms prefer.

Its high-temperature limit is not zero. Write $\eta=(2/N)\sum_i\epsilon_ip_i$, with $\epsilon_i=\pm1$ on α and β and $p_i$ the occupation by A. For random arrangements

$$\langle p_i^2\rangle=\frac{N_A}{N},\qquad \langle p_ip_j\rangle=\frac{N_A(N_A-1)}{N(N-1)}\quad(i\ne j).$$

Since $\sum_i\epsilon_i=0$, we have $\sum_{i\ne j}\epsilon_i\epsilon_j=0-\sum_i\epsilon_i^2=-N$. Therefore

$$\langle\eta^2\rangle_\infty=\frac4{N^2}\,N\left[\frac{N_A}{N}-\frac{N_A(N_A-1)}{N(N-1)}\right]=\frac{4N_A(N-N_A)}{N^2(N-1)} .$$

At equal composition this is $1/(N-1)$. It gives $1/23=0.0435$ here and $1/3$ for the four-site ring, in agreement with $x=1$ there.

## Error bars

Successive sweeps are correlated, so their number overstates the information in a run. Divide the run into $B$ blocks, each much longer than the correlation time. If $s_B$ is the standard deviation of the block means, the standard error of the overall mean is $s_B/\sqrt B$.

For $n$ independent sweeps the squared error would be $\mathrm{Var}(O)/n$. The ratio

$$g_s=\frac{n\,(\text{standard error})^2}{\mathrm{Var}(O)}$$

is the statistical inefficiency: roughly $g_s$ sweeps are worth one independent sample. Here $B=40$ blocks of 1500 sweeps give $n=60{,}000$, after one discarded block.

## The comparison

The pair energies are $V_{AA}=-130$, $V_{BB}=-90$ and $V_{AB}=-130$ meV, so $J=(-130-90+260)/4=10$ meV. Perfect order has $-40$ meV/atom, and its first exchange costs 280 meV. Energies $E/N$ in meV/atom are:

| $N_A$, $T$ | Exact | Simulated |
|---|---:|---:|
| 12, 600 K | −32.35 | −32.33 ± 0.18 |
| 12, 800 K | −16.90 | −16.92 ± 0.13 |
| 12, 1000 K | −9.67 | −9.75 ± 0.05 |
| 9, 800 K | −7.67 | −7.61 ± 0.06 |

The mean squared order parameters are:

| $N_A$, $T$ | Exact | Simulated |
|---|---:|---:|
| 12, 600 K | 0.800 | 0.800 ± 0.005 |
| 12, 800 K | 0.392 | 0.393 ± 0.003 |
| 12, 1000 K | 0.207 | 0.209 ± 0.001 |
| 9, 800 K | 0.221 | 0.220 ± 0.002 |

The largest deviations are at 1000 K: $0.084/0.053\approx1.6$ standard errors in the energy and $0.0020/0.0013\approx1.5$ in $\eta^2$. The energy and $\eta^2$ of one run come from the same arrangements, so the eight comparisons are not independent.

The case $N_A=9$ has a different ceiling. With all nine A atoms on one sublattice, $|\eta|=18/24=0.75$ and $\eta^2=0.5625$. Its lowest energy, reached at $N_{AA}=0$, is $10(96-144)/24=-20$ meV/atom. Values at the two compositions should not be read on one scale of order.

A validation should also be able to reject a wrong method. At 800 K and equal composition the unlike-only rule would give $-19.25$ meV/atom and $\eta^2=0.454$. The simulated energy differs from that value by $2.33/0.127\approx18$ standard errors.

The size of this bias can be derived. Weighting by $N_{AB}$ shifts the mean energy by $\mathrm{Cov}(E,N_{AB})/\langle N_{AB}\rangle$. From (2), $N_{AB}=2N-E/(2J)$, so

$$\delta\langle E\rangle=-\frac{\mathrm{Var}(E)}{2J\langle N_{AB}\rangle}.$$

The variance follows from the heat capacity. With $\beta=1/kT$, differentiating the canonical average gives $d\langle E\rangle/d\beta=-\mathrm{Var}(E)$, and $d\beta/dT=-1/(kT^2)$. Hence $C=\mathrm{Var}(E)/(kT^2)$. At 800 K, $C=0.676\,k$ per atom and $kT=68.9$ meV, so the variance per atom is $0.676\times68.9^2\approx3210$ meV². The mean number of unlike bonds is $48+24\times16.90/20=68.3$. The shift is $-3210/(20\times68.3)=-2.35$ meV/atom, which agrees with $-19.25+16.90$.

The estimated energy inefficiency rises from 2.3 sweeps at 1000 K to 7.2 at 800 K and 21 at 600 K, while the accepted fraction falls from 0.284 to 0.170 and 0.029. A variance estimated from 40 nearly Gaussian block means has a relative standard error of about $\sqrt{2/39}\approx0.23$, so these inefficiencies show the trend and the order of magnitude, not precise values. In this cell the chain reduces to a small transition matrix on the six layer counts, from which the exact inefficiencies are 3.1, 6.6 and 13 sweeps; the estimate at 600 K is about 60% too high. At 600 K the run holds a few thousand independent energy samples. On cooling further, escape from perfect order requires a factor $e^{-28J/kT}$ per attempt, so excursions become rare. The correlation time has a different source. Two misplaced atoms that are not neighbours cannot be exchanged back directly, and the cheapest move from that arrangement has $m_A=1$ and $m_B=7$, at cost $20J$. The slowest relaxation time of the energy in this cell grows about as $e^{20J/kT}$. The stationary law remains correct, but a run of fixed length eventually fails to sample it. Blocks shorter than the correlation time would then give error bars that are too small.

## What the small cell leaves out

Agreement with enumeration validates the sampling of this model in this cell. It does not make the numbers those of a bulk alloy. A 128-site cell of $4\times4\times4$ cubes, with the same $J$ and equal composition, gives:

| $T$ | $\eta^2$, 24 sites | $\eta^2$, 128 sites |
|---|---:|---:|
| 600 K | 0.800 | 0.703 ± 0.006 |
| 800 K | 0.392 | 0.138 ± 0.004 |
| 1000 K | 0.207 | 0.042 ± 0.001 |

The large-cell errors come from 20 blocks of 500 sweeps, and have no enumeration behind them. At 800 K the energy also changes, from $-16.90$ to $-10.16\pm0.14$ meV/atom.

The trend at high temperature has a simple origin. Since $\eta=(1/N)\sum_i\epsilon_i\sigma_i$,

$$\langle\eta^2\rangle=\frac1{N^2}\sum_{ij}\epsilon_i\epsilon_j\langle\sigma_i\sigma_j\rangle .$$

If correlations reach only a few neighbours, the sum grows as $N$ and $\langle\eta^2\rangle$ falls as $1/N$. The ratio at 1000 K is $0.207/0.042\approx4.9$, compared with $128/24=5.3$. The 24-site cell is itself only a few neighbours across, so this closeness does not by itself confirm the argument. At 600 K the ratio is only 1.14, as expected when order extends across both cells. The heat capacity of the 24-site cell peaks at 670 K. This is a rounded maximum, since a finite sum of exponentials has no sharp transition, and it is not a bulk ordering temperature. The bulk model orders at $kT_c\approx6.35J$, about 737 K for this $J$. The 800 K and 1000 K cases thus lie on the disordered side, where $\langle\eta^2\rangle$ tends to zero as the cell grows.

Two omitted effects were sized by enumeration at 800 K, with the 24-site cell and equal composition held fixed. Their strengths are assumed round values.

- A second-neighbour coupling of $-1$ meV favours like atoms on the same sublattice. It raises $\langle\eta^2\rangle$ from 0.392 to 0.501. Along the two short axes of this cell both second neighbours are the same site, and that pair is counted twice; counted once, the value is 0.465.
- Suppose the disordered alloy has $0.1k$ more vibrational entropy per atom. The energy gap between perfect order and a random bulk alloy is $4J$ per atom, so the free-energy gap, apart from configurational entropy, becomes $4J-0.1kT$. If this term has the same pair form as the energy, the effective coupling is $10-0.1\times68.9/4=8.28$ meV. This lowers $\langle\eta^2\rangle$ to 0.226.

Both changes far exceed the sampling error of 0.003. A longer run would improve the precision of the model average, not its accuracy for a material.

## Relation to real conductors

Ordered intermetallics such as NiAl are of interest for narrow interconnects, and atoms on the wrong sublattice scatter electrons. The present coupling instead suits the rough regime of beta brass, a B2 alloy that disorders near 740 K; brass is not proposed here as an interconnect metal. NiAl stays ordered up to melting, so 10 meV is far too weak for it. For a given cell and composition, equilibrium order in this model depends only on $J/kT$, so doubling $J$ moves each value of $\langle\eta^2\rangle$ to twice the temperature. At 400 K, a rough temperature of use, the 24-site equilibrium value is 0.99. This is not converged in cell size: 128 sites give about 0.97 and a few thousand sites about 0.95, so the small cell understates $1-\langle\eta^2\rangle$ about fourfold. In a large crystal misplaced atoms appear independently at $16J$ each, while the small cell must create them as a pair. A device breaks the assumption of equilibrium if its atoms are too slow to rearrange. Were the order frozen in at 600 K, the 24-site value would remain 0.800, and the large-cell value about 0.69. Real atoms move mainly through vacancies, so a sweep is not a physical time, and the simulation cannot say where freezing occurs. Grain boundaries, surfaces and film strain are also absent, and no resistance has been calculated.

The numerical output below lists the results of the enumeration and of the exchange runs.

## Computed values

```
Pair energies AA, BB, AB: -130, -90, -130 meV
Ordering coupling J: 10.0 meV
Cell: 24 sites, 96 nearest-neighbour bonds
Arrangements at 12 A + 12 B: 2704156
Perfectly ordered arrangements: 2
Energy of perfect order: -40.0 meV/atom
First exchange in perfect order costs: 280 meV
Random-alloy eta^2 in this cell: 0.0435
Operator test: 42504 states, 5 A atoms, 800 K
Connected components: 1
Relative flow imbalance, correct rule: 1.5e-16
Relative flow imbalance, unlike-only rule: 0.081
Simulation: 40 blocks of 1500 sweeps, one more discarded
N_A=12, T=600 K: accepted fraction 0.029
  E exact -32.350, MC -32.334 +- 0.182 meV/atom
  eta^2 exact 0.8002, MC 0.7998 +- 0.0047
  energy statistical inefficiency: 21.2 sweeps
N_A=12, T=800 K: accepted fraction 0.170
  E exact -16.900, MC -16.924 +- 0.127 meV/atom
  eta^2 exact 0.3923, MC 0.3929 +- 0.0033
  energy statistical inefficiency: 7.2 sweeps
  unlike-only rule would give E -19.254 meV/atom
  unlike-only rule would give eta^2 0.4538
N_A=12, T=1000 K: accepted fraction 0.284
  E exact -9.667, MC -9.751 +- 0.053 meV/atom
  eta^2 exact 0.2070, MC 0.2090 +- 0.0013
  energy statistical inefficiency: 2.3 sweeps
N_A=9, T=800 K: accepted fraction 0.215
  E exact -7.668, MC -7.610 +- 0.059 meV/atom
  eta^2 exact 0.2214, MC 0.2203 +- 0.0016
  energy statistical inefficiency: 4.1 sweeps
Heat capacity at 800 K: 0.676 k per atom
Heat-capacity peak of 24-site cell: 670 K (5 K grid)
Equilibrium eta^2 at 400 K: 0.9895
Larger cell: 128 sites, 20 blocks of 500 sweeps
  600 K: E -29.05 +- 0.23 meV/atom
  600 K: eta^2 0.703 +- 0.006
  800 K: E -10.16 +- 0.14 meV/atom
  800 K: eta^2 0.138 +- 0.004
  1000 K: E -5.95 +- 0.03 meV/atom
  1000 K: eta^2 0.042 +- 0.001
Assumed second-neighbour coupling: -1.0 meV
  eta^2 at 800 K with it: 0.5014
Assumed vibrational entropy gap: 0.1 k per atom
  effective J at 800 K: 8.28 meV
  eta^2 at 800 K with it: 0.2256
```
